Strict convexity and a unique SCF solution in finite-temperature reduced Hartree-Fock

**Setting.** N electrons occupy M orthonormal spin orbitals φ_p(x), with x = (r, s) for position and spin, and 0 < N < M. The basis is finite and fixed. The one-body density matrix γ is a Hermitian M × M matrix with eigenvalues (occupations) between 0 and 1 and with Tr γ = N. Such matrices are called admissible. The density is

ρ_γ(r) = Σ_s Σ_pq γ_pq φ_p(r,s) φ_q*(r,s),

which is linear in γ. Hartree atomic units are used, and T stands for kT, an energy. The reduced Hartree-Fock free energy keeps the Hartree repulsion and omits exchange and correlation:

F(γ) = Tr(hγ) + ½ D(ρ_γ,ρ_γ) + T Tr g(γ),

g(x) = x ln x + (1−x) ln(1−x), g(0) = g(1) = 0,

D(f,f′) = ∫∫ f(r) f′(r′)/|r−r′| d³r d³r′.

Here h is the kinetic energy plus the attraction to the nuclei, and −Tr g(γ) is the entropy of independent fermions in units of k. The mean-field Hamiltonian is H[γ] = h + V[γ], where V[γ] is the matrix of the Hartree potential ∫ρ_γ(r′)/|r−r′| d³r′. A self-consistent (SCF) solution is an admissible γ that satisfies, for some real μ,

γ = [1 + exp((H[γ]−μ)/T)]⁻¹.

The norm is ‖X‖² = Tr X² for Hermitian X. For two admissible matrices γ₀ and γ₁ write δ = γ₁ − γ₀ and γ_λ = λγ₁ + (1−λ)γ₀ with 0 < λ < 1. The matrix γ_λ is again admissible, because ⟨u|γ_λ|u⟩ is an average of two numbers in [0,1] for every unit vector u, and the trace is still N.

**(a) Determine the sign of D(f,f) for a real charge distribution f. By how much does the energy at γ_λ lie below the straight line between its values at γ₀ and γ₁?**

Let φ be the potential of f, so that −∇²φ = 4πf. With f̂(k) = ∫ f(r) exp(−ik·r) d³r, this equation becomes k²φ̂ = 4πf̂. Parseval's theorem then gives

D(f,f) = ∫ f φ d³r = (2π)⁻³ ∫ (4π/k²) |f̂(k)|² d³k ≥ 0.

The weight 4π/k² is positive, so D(f,f) = 0 requires f̂ = 0 and hence f = 0. Physically, D(f,f)/2 is the electrostatic energy of f, self-energy included.

The term Tr(hγ) is linear and follows the straight line. For the Hartree term write D₁₁, D₀₀ and D₁₀ for the forms built from ρ₁ and ρ₀. Because the density is linear in γ,

λD₁₁ + (1−λ)D₀₀ − [λ²D₁₁ + 2λ(1−λ)D₁₀ + (1−λ)²D₀₀]
= λ(1−λ)[D₁₁ − 2D₁₀ + D₀₀]
= λ(1−λ) D(ρ_δ,ρ_δ).

With the factor ½ in F, the energy lies below the line by ½λ(1−λ)D(ρ_δ,ρ_δ). This is convexity, but not strict convexity in γ: two different matrices can have the same density, and then the gap is zero.

**(b) Find a lower bound on the corresponding gap of Tr g(γ) that is positive whenever γ₀ ≠ γ₁. The two matrices need not commute and may have occupations 0 or 1.**

For 0 < x < 1,

g′(x) = ln[x/(1−x)],
g″(x) = 1/x + 1/(1−x) = 1/[x(1−x)] ≥ 4,

since x(1−x) is at most ¼. The function q(x) = g(x) − 2x² therefore has q″ ≥ 0. It is continuous on [0,1], so it is convex there, end points included.

To carry this over to matrices, let u_i be the eigenvectors of γ_λ, and set a_i = ⟨u_i|γ₁|u_i⟩ and b_i = ⟨u_i|γ₀|u_i⟩. The eigenvalues of γ_λ are λa_i + (1−λ)b_i, so scalar convexity gives

Tr q(γ_λ) = Σ_i q(λa_i + (1−λ)b_i) ≤ λ Σ_i q(a_i) + (1−λ) Σ_i q(b_i).

Now let γ₁ have eigenvalues m_k and eigenvectors v_k. Then a_i = Σ_k |⟨v_k|u_i⟩|² m_k, and for each i the weights add up to 1. Jensen's inequality gives

q(a_i) ≤ Σ_k |⟨v_k|u_i⟩|² q(m_k).

The weights also add up to 1 when summed over i at fixed k, so Σ_i q(a_i) ≤ Σ_k q(m_k) = Tr q(γ₁). The same argument applies to γ₀. Hence

Tr q(γ_λ) ≤ λ Tr q(γ₁) + (1−λ) Tr q(γ₀).

It remains to restore the term 2Tr γ². The algebra of part (a), with Tr γγ′ in place of D, gives

λ Tr γ₁² + (1−λ) Tr γ₀² − Tr γ_λ² = λ(1−λ)‖δ‖².

Adding twice this identity to the inequality for q yields

λ Tr g(γ₁) + (1−λ) Tr g(γ₀) − Tr g(γ_λ) ≥ 2λ(1−λ)‖δ‖².

The constant 2 cannot be raised if it is to hold for all traces. Expanding about half filling gives g(½+y) = −ln 2 + 2y² + O(y⁴). For the pair ½ ± X with small X and λ = ½, the left side is 2‖X‖² to leading order, while λ(1−λ)‖2X‖² = ‖X‖². The ratio tends to 2; a numerical case with small X gives 2.0001.

**(c) Combine the two gaps. What follows about the minimizers of F when T > 0?**

Multiplying the result of (b) by T and adding that of (a) gives

F(γ_λ) ≤ λF(γ₁) + (1−λ)F(γ₀) − λ(1−λ) B(δ),

B(δ) = 2T‖δ‖² + ½D(ρ_δ,ρ_δ).

For T > 0 and δ ≠ 0, B(δ) is positive, so F is strictly convex in the density matrix itself. The Hartree term penalizes differences in density. The entropy penalizes every difference, including those in spin or in off-diagonal elements that leave the density unchanged.

A minimizer exists because F is continuous on the admissible set, which is closed and bounded in a finite-dimensional space. There is only one: if γ₀ and γ₁ were different minimizers, their midpoint would have a free energy lower than the minimum by at least B(δ)/4. Call the minimizer γ*.

**(d) An SCF solution has no occupation equal to 0 or 1. Show that the minimizer has none either, and derive the equation it satisfies.**

Suppose γ has some occupations n_i equal to 0 or 1. Mix in a small amount w of the uniform matrix ν1, with ν = N/M:

γ_w = (1−w)γ + wν1, with eigenvalues n_i + w(ν−n_i).

An empty orbital acquires occupation wν and contributes g(wν) = wν ln w + O(w). A full orbital acquires a hole w(1−ν). Since g(x) = g(1−x), it contributes w(1−ν) ln w + O(w). Fractionally occupied orbitals and the energy change by O(w). Therefore

[F(γ_w) − F(γ)]/w = T c ln w + O(1),

c = ν × (number of empty orbitals) + (1−ν) × (number of full orbitals) > 0.

As w → 0 the right side tends to −∞, so F(γ_w) < F(γ) for small w, and γ was not the minimizer. The entropy gained by slightly opening a full or empty orbital is of order w|ln w|, which for small enough w outweighs any energy cost proportional to w.

All eigenvalues of γ* thus lie strictly between 0 and 1, and small steps tX with X Hermitian and Tr X = 0 are allowed in both directions. For the derivative of the entropy term at such an interior γ, expand g in powers of x − ½. The series converges for |x−½| < ½, which covers every eigenvalue. With C = γ − ½1, cyclicity of the trace gives

d/dt Tr(C+tX)^k at t = 0 = k Tr(C^(k−1) X),

even when C and X do not commute. Summing the series term by term,

d/dt Tr g(γ+tX) at t = 0 = Tr[g′(γ)X].

The derivative of the energy is Tr(hX) + D(ρ_γ,ρ_X), the factor ½ being cancelled by the two equal terms of the quadratic form. Since D(ρ_γ,ρ_X) = Tr(V[γ]X), the total is

dF = Tr(AX), A = H[γ] + T ln[γ/(1−γ)].

At the minimizer Tr(AX) = 0 for every traceless Hermitian X. Choose X = A − μ1 with μ = Tr A/M. Then Tr(AX) = Tr X² + μ Tr X = ‖X‖², so X = 0 and A = μ1. This means

ln[γ*/(1−γ*)] = −(H[γ*]−μ)/T,

and solving for γ* gives the Fermi-Dirac SCF equation. The minimizer is an SCF solution.

**(e) Could there be another SCF solution, for instance a saddle point or a higher local minimum? What does the answer imply for symmetry?**

Let γ_s be any SCF solution and γ any admissible matrix. Put γ₀ = γ_s and γ₁ = γ in the inequality of (c), and divide by λ:

F(γ) − F(γ_s) ≥ [F(γ_s+λδ) − F(γ_s)]/λ + (1−λ)B(δ).

As λ → 0 the first term on the right becomes the derivative Tr(Aδ) at γ_s. The SCF equation says A = μ1 there, so this derivative is μ Tr δ = 0. Hence

F(γ) − F(γ_s) ≥ 2T‖γ−γ_s‖² + ½D(ρ_δ,ρ_δ).

Every SCF solution is therefore a global minimizer, and by (c) there is only one. The chemical potential is unique too: γ* fixes H[γ*], and the sum of the Fermi occupations increases strictly with μ, so only one μ gives N electrons.

Suppose a unitary U leaves F unchanged, F(UγU†) = F(γ). Then Uγ*U† is also a minimizer and must equal γ*. If every spatial basis function appears with both spins, spin rotations map the basis space onto itself and are of this kind, because h and the Hartree term do not act on spin. So γ* has equal spin-up and spin-down blocks and no spin moment. For an atom in a basis of complete angular shells, γ* is also spherically symmetric. No symmetry-broken SCF solution exists in this model at T > 0.

**(f) In practice one holds an approximate solution. Let γ_out be the Fermi-Dirac matrix of a trial Hamiltonian H_in, with N electrons. Bound its distance from γ* by a computable quantity.**

By construction T ln[γ_out/(1−γ_out)] = −(H_in−μ_in), so the gradient at γ_out is

A_out = H[γ_out] − H_in + μ_in 1.

Let R be the trace-free part of H[γ_out] − H_in, and let d = γ_out − γ*. Since Tr d = 0, multiples of the unit matrix drop out and Tr(A_out d) = Tr(Rd). The limit λ → 0 used in (e), now taken at γ_out in the direction of γ*, gives

F(γ*) − F(γ_out) ≥ −Tr(Rd) + B(d).

Part (e) also gives F(γ_out) − F(γ*) ≥ B(d). Adding the two inequalities,

4T‖d‖² + D(ρ_d,ρ_d) ≤ Tr(Rd) ≤ ‖R‖ ‖d‖,

where the last step is the Cauchy-Schwarz inequality. Dropping D ≥ 0 and dividing by ‖d‖,

‖γ_out − γ*‖ ≤ ‖R‖/(4T).

The bound weakens as T falls, as it must if uniqueness can be lost at T = 0.

**(g) Apply the results to a nitrogen atom in the 6-31G basis at kT = 0.1 hartree (about 31 600 K). Does the SCF result depend on the start? How large is the free-energy gap to a state with three 2p electrons of equal spin?**

Here M = 18 and N = 7. General complex matrices in spin and orbital space are allowed. Five starts were used, including random Hamiltonians and a strong spin field. Their first density matrices differ by up to 3.0 in norm. After damped iteration the largest difference is 1.5 × 10⁻¹⁰. The final state of a random, symmetry-broken start has no spin moment and equal 2p levels to within numerical error, as (e) requires.

The chemical potential is 0.1302 hartree. The 2p level lies at 0.1268 hartree, so its occupation per spin orbital is

1/[1 + exp((0.1268−0.1302)/0.1)] = 1/(1 + 0.967) ≈ 0.508,

against 0.5086 from unrounded levels. The 2s occupation is 0.9731 and the 1s orbitals are full to the printed digits. The count is 2 + 2(0.9731) + 6(0.5086) = 6.998, and the remaining 0.002 electron is in higher orbitals. The positive 2p level belongs to this finite-basis model and is not the energy of a bound orbital.

The free energy follows from E* = −47.9669 hartree and the entropy 4.4244 k:

F* = −47.9669 − 0.1 × 4.4244 = −48.4093 hartree (−1317.28 eV).

The trial state has full 1s and 2s shells and three 2p electrons of equal spin, in the self-consistent low-temperature orbitals of this Hartree-only model. (Restricted open-shell Hartree-Fock orbitals would give −47.788 hartree and a gap of 0.621 instead.) All its occupations are 0 or 1, so its entropy is zero and its free energy is its energy, −47.9877 hartree. The gap is

−47.9877 − (−48.4093) = 0.4216 hartree.

For the bound of (e), estimate ‖d‖² from the occupations, neglecting the small change of the orbitals:

3(1−0.5086)² + 3(0.5086)² + 2(1−0.9731)² ≈ 0.724 + 0.776 + 0.001 ≈ 1.50.

This gives 2T‖d‖² ≈ 0.2 × 1.50 = 0.300 hartree. The Coulomb part of the bound is only 6 × 10⁻⁶ hartree, because the two densities are nearly equal. The bound 0.300 lies below the gap 0.422, and almost all of it comes from the entropy.

These numbers belong to the 6-31G basis and are not converged. In cc-pVTZ the entropy is 4.56 k, F* is −48.51 hartree, the gap 0.424 and the Coulomb part 1.6 × 10⁻⁵ hartree. In aug-cc-pVTZ the diffuse functions take 0.65 electron into higher orbitals; the entropy becomes 6.81 k, F* −48.66, the gap 0.522, the term 2T‖d‖² 0.328 and the Coulomb part 8 × 10⁻³ hartree, so the two densities are no longer nearly equal. The inequality holds in each basis.

The same trial state illustrates the boundary slope of (d). With 11 empty and 7 full orbitals, c = (7/18)·11 + (11/18)·7 = 8.556. Reducing w tenfold should lower the slope by Tc ln 10 = 0.1 × 8.556 × 2.3026 = 1.970 hartree, which is the value found between w = 10⁻⁶ and 10⁻⁷. The law is asymptotic: between w = 0.1 and 0.01 the drop is still 2.17 hartree.

For the residual bound of (f), take the run started from H_in = h in which 0.3 R is added to H_in at each step. At iteration 20, ‖R‖ = 5.03 × 10⁻³ hartree, so the error is at most 5.03 × 10⁻³/0.4 = 1.26 × 10⁻². The actual error is 1.1 × 10⁻⁴. The bound is safe but loose here, by a factor of about 100. Its derivation gave up three things: it used the smallest possible entropy curvature, 4T, in every direction, it dropped D(ρ_d,ρ_d), and it applied the Cauchy-Schwarz inequality. How much each step loses is not separated here. At iteration 1 it gives 38, which carries no information, since two admissible matrices differ by at most √(2N) = 3.7. This maximum follows from ‖γ‖² ≤ N and Tr(γγ′) ≥ 0.

**(h) Which parts of the conclusion survive at T = 0, with exchange, or for an undamped iteration?**

At T = 0 the term 2T‖δ‖² is absent. Two minimizers must still satisfy D(ρ_δ,ρ_δ) = 0, so by (a) their densities agree, but their density matrices need not. Nitrogen provides an example. Compare the polarized state of (g) with the state in which each of the six 2p spin orbitals is half filled. Both have energy −47.98765 hartree and the same density, yet the squared distance between them is 6 × (½)² = 1.5, a distance of 1.22. The polarized state fills the seven lowest levels of its own H, so it minimizes Tr(Hγ) and, by convexity of the energy, the energy itself. Entropy at T > 0 removes this freedom.

Exchange adds the energy −½K(γ), with

K(γ) = ∫∫ |γ(x,x′)|²/|r−r′| dx dx′ ≥ 0.

K is quadratic, so by the algebra of (a) it changes the convexity gap by −½λ(1−λ)K(δ), which has the wrong sign. In a finite basis K(δ) ≤ κ‖δ‖² for some constant κ. Convexity, and with it uniqueness, therefore still holds if 4T > κ, but the proof fails at lower temperature. For nitrogen at kT = 0.1 hartree, Hartree-Fock has at least two SCF solutions, with spin moments +2.82 and −2.82 electrons and the same free energy, −54.4025 hartree. The Hartree-Fock free energy of their midpoint is 0.187 hartree above their common value, which violates convexity. With the Hartree-only functional the midpoint of the same two matrices lies 0.340 hartree below the average of the ends. In cc-pVTZ the moments become ±2.805 and this last value 0.339 hartree, while the 0.187 hartree excess changes by less than 0.001.

Uniqueness also does not guarantee that a given iteration converges. Take two sites with one spinless electron, h = 0 and repulsion energy ½U(n₁²+n₂²). This form is positive, so the proof above applies with it in place of ½D. The site energies are Un₁ and Un₂, and μ lies midway between them. With m = n₁ − n₂, one undamped step gives

n₁′ = 1/[1 + exp(Um/(2T))],
m′ = 2n₁′ − 1 = −tanh(Um/(4T)).

The unique solution is m = 0, where the slope of the map is −U/(4T). For U = 1 and T = 0.1 hartree this is −2.5, so small deviations grow with alternating sign. The iteration settles into a cycle m = ±m₀ with m₀ = tanh(2.5 m₀), that is m₀ = 0.9856. If only a fraction 0.3 of each step is taken, the slope becomes 1 + 0.3(−2.5−1) = −0.05, and the run converges to m = 0. The theorem fixes the destination; reaching it depends on the mixing.

The inequalities, the nitrogen results and these counterexamples are covered by the numerical check.

Values computed for the example and the checks

```
spin orbitals M = 18, electrons N = 7
kT = 0.100 hartree = 31578 K
Coulomb form of Gaussian difference, real space = 0.05913411 hartree
same, Fourier space = 0.05913411 hartree
lowest eigenvalue of Coulomb Gram matrix = -4.115e-18 hartree
smallest convexity gap / lower bound, 60 pairs = 1.0828
entropy constant near half filling = 2.000060 (dimensionless)
dF test slope, formula = 0.7736406 hartree
dF test slope, finite difference = 0.7736406 hartree
number of SCF starts = 5
largest distance of first density matrices = 2.9979
largest distance of final density matrices = 1.5e-10
free energy F* = -48.409294 hartree = -1317.284 eV
energy part E* = -47.966853 hartree
entropy S*/k = 4.424410
chemical potential = 0.130210 hartree
level 1s: -12.032538 hartree, occupation 1.000000
level 2s: -0.228633 hartree, occupation 0.973102
level 2p: 0.126760 hartree, occupation 0.508624
level next: 0.937659 hartree, occupation 0.000311
random start: final spin moment = 2.1e-11 electrons
random start: final 2p level spread = 9.9e-15 hartree
slope of F at solution, finite difference = -3.6e-10 hartree
iteration 1: |R| = 1.527e+01 hartree, error = 1.480e+00, bound = 3.817e+01
iteration 5: |R| = 2.087e+00 hartree, error = 2.433e-01, bound = 5.218e+00
iteration 10: |R| = 2.020e-01 hartree, error = 4.532e-03, bound = 5.051e-01
iteration 20: |R| = 5.028e-03 hartree, error = 1.145e-04, bound = 1.257e-02
polarized trial: F - F* = 0.421643 hartree
polarized trial: entropy bound 2T|d|^2 = 0.300379 hartree
polarized trial: Coulomb part D/2 = 0.000006 hartree
boundary slope change per decade, measured = 1.96999 hartree
boundary slope change per decade, formula = 1.96999 hartree
T=0 energy, polarized 2p shell = -47.98765119 hartree
T=0 energy, half-filled 2p spin orbitals = -47.98765119 hartree
T=0 distance: spin-summed = 1.4e-11, full = 1.224745
with exchange: spin moments = 2.8192, -2.8192 electrons
with exchange: F of the two = -54.402476, -54.402476 hartree
midpoint F minus mean F, with exchange = 0.187429 hartree
midpoint F minus mean F, Hartree only = -0.340437 hartree
two-site model: U = 1.0 hartree, kT = 0.1 hartree
two-site undamped cycle n1-n2 = -0.985624, 0.985624
two-site cycle amplitude from tanh equation = 0.985624
two-site damped (0.3) result |n1-n2| = 0.0e+00
```
